# Dielectric loss from the slope of permittivity in broad relaxation spectra, part 1

(Sections cited here and not found follow in the second part.)

## From a spectrum of relaxation times to the slope rule

When the relaxation times $\tau$ of a dielectric are spread smoothly and broadly on a logarithmic scale, its loss at angular frequency $\omega$ follows from the slope of its real permittivity at the same frequency:

$$
\varepsilon''(\omega)\approx-\frac{\pi}{2}\,\frac{d\varepsilon'(\omega)}{d\ln\omega}.
\tag{1}
$$

The logarithm is natural. The relation is an approximation, and "smoothly" carries most of its weight: it is enough that the density of relaxation times changes little over a few units of $\ln\tau$ around $\tau=1/\omega$, provided that stronger processes outside that range add little. A process of strength $\Delta$ at a distance $d$ in $\ln\tau$ adds about $\Delta e^{-d}$ to the loss, and this must be small compared with the loss from within the range. Relaxors and dipolar glasses are natural places to use it, because their permittivity disperses over many decades of frequency.

The signs need a convention. Let the field be the real part of $E_0e^{i\omega t}$, with $E_0$ real, and write the complex relative permittivity as $\varepsilon^*=\varepsilon'-i\varepsilon''$. The displacement is then

$$
D(t)=\varepsilon_0\,\mathrm{Re}\big[(\varepsilon'-i\varepsilon'')E_0e^{i\omega t}\big]
=\varepsilon_0E_0\,(\varepsilon'\cos\omega t+\varepsilon''\sin\omega t).
$$

The work done by the field per unit volume and time is $E\,dD/dt$. Averaged over a period, the product $\cos\omega t\,\sin\omega t$ gives zero and $\cos^2\omega t$ gives one half, so

$$
\Big\langle E\frac{dD}{dt}\Big\rangle=\tfrac12\,\omega\,\varepsilon_0\,\varepsilon''E_0^2 .
$$

A passive material absorbs energy, so $\varepsilon''$ is positive in this convention. Equation (1) then says that $\varepsilon'$ falls with rising frequency.

Consider first a single relaxation process. The response is assumed linear in the field, and the material is assumed not to change during the measurement. After a short field pulse, the polarization of the process decays as $e^{-t/\tau}$. If the process contributes $\Delta$ to the static permittivity, its pulse response is $(\Delta/\tau)e^{-t/\tau}$, whose time integral is $\Delta$. The polarization at time $t$ collects the field from all earlier times $t-s$, and the field at $t-s$ carries the factor $e^{-i\omega s}$ relative to the field at $t$. The contribution to $\varepsilon^*$ is therefore

$$
\frac{\Delta}{\tau}\int_0^\infty e^{-s/\tau}e^{-i\omega s}\,ds
=\frac{\Delta}{\tau}\,\frac{1}{1/\tau+i\omega}
=\frac{\Delta}{1+i\omega\tau}.
\tag{2}
$$

This is the Debye form. For $\omega\tau\ll1$ the process follows the field and contributes its full strength. For $\omega\tau\gg1$ it cannot follow, and its contribution disappears.

Now let there be many processes. Put $y=\ln\tau$ and $x=\ln\omega$, with $\tau$ measured in seconds and $\omega$ in radians per second. The choice of time unit drops out of the sum $x+y=\ln(\omega\tau)$. Let $g(y)\,dy$ be the contribution to the static permittivity of processes with logarithmic relaxation time between $y$ and $y+dy$. Then

$$
\varepsilon^*(\omega)=\varepsilon_\infty+\int_{-\infty}^{\infty}\frac{g(y)}{1+i\omega e^{y}}\,dy,
\qquad
\int_{-\infty}^{\infty}g(y)\,dy=\Delta\varepsilon .
\tag{3}
$$

Here $\varepsilon_\infty$ is the part of the permittivity that responds without delay at the frequencies considered, and $\Delta\varepsilon$ is the total relaxational strength. Equation (3) is an assumption about the form of the response. It does not require each process to be one isolated dipole. Interacting regions may also produce a response of this form, and $g$ is then an effective spectrum of the whole sample.

To separate the real and imaginary parts, multiply numerator and denominator by the complex conjugate of the denominator:

$$
\frac{1}{1+i\omega\tau}=\frac{1-i\omega\tau}{1+\omega^2\tau^2}.
$$

Comparison with $\varepsilon'-i\varepsilon''$ gives

$$
\varepsilon'=\varepsilon_\infty+\int\frac{g(y)}{1+\omega^2e^{2y}}\,dy,
\qquad
\varepsilon''=\int g(y)\,\frac{\omega e^{y}}{1+\omega^2e^{2y}}\,dy .
\tag{4}
$$

All integrals without limits run over the whole real line.

Both integrands depend on frequency through $u=x+y=\ln(\omega\tau)$. At fixed frequency $dy=du$ and $y=u-x$. In the loss integral, dividing numerator and denominator by $e^u$ gives

$$
\frac{e^{u}}{1+e^{2u}}=\frac{1}{e^{-u}+e^{u}}=\frac{1}{2\cosh u}=\tfrac12\,\mathrm{sech}\,u ,
$$

and hence

$$
\varepsilon''=\int g(u-x)\,\tfrac12\,\mathrm{sech}\,u\;du .
\tag{5}
$$

For the slope, return to the first integral of (4) and differentiate with respect to $x$ at fixed $y$. The derivative may be taken inside the integral because $g$ is integrable and the derivative of the weight is bounded:

$$
\frac{\partial}{\partial x}\,\frac{1}{1+e^{2(x+y)}}
=-\frac{2e^{2u}}{(1+e^{2u})^2}
=-\frac{2}{(e^{u}+e^{-u})^2}
=-\tfrac12\,\mathrm{sech}^2u .
$$

It is convenient to give the downward slope its own symbol:

$$
L(x)\equiv-\frac{d\varepsilon'}{d\ln\omega}
=\int g(u-x)\,\tfrac12\,\mathrm{sech}^2u\;du .
\tag{6}
$$

Equations (5) and (6) have the same structure. Each is an integral of the same spectrum over a window centred on $u=0$, which means on $\tau=1/\omega$. Raising the frequency slightly removes from $\varepsilon'$ the processes that are just ceasing to follow the field. Those processes are also the ones that dissipate most strongly. This is the physical reason for a connection between slope and loss at one frequency.

The windows differ in shape. The loss window falls to half its height at $\cosh u=2$, so its full width at half height is $2\ln(2+\sqrt3)$. For the slope window the condition is $\cosh u=\sqrt2$, and the full width is $2\ln(1+\sqrt2)$. Both widths lie between one and three units of $\ln\tau$. Far from the centre, the loss window decays as $e^{-|u|}$ and the slope window as $2e^{-2|u|}$. The loss thus draws on a somewhat wider part of the spectrum. A very strong process many units away can still add to the loss while leaving the slope almost unchanged. With a flat spectrum of unit density and one extra process of strength $10^4$ ten units from the centre, the right side of (1) gives only 0.78 of the true loss.

If $g$ hardly changes across either window, it can be taken out of the integrals at its central value $g(-x)$, the density at $\tau=1/\omega$. What remains are the areas of the windows. The derivative of $2\arctan e^u$ is $2e^u/(1+e^{2u})=\mathrm{sech}\,u$, and the derivative of $\tanh u$ is $\mathrm{sech}^2u$. Therefore

$$
\int\mathrm{sech}\,u\,du=2\Big(\frac{\pi}{2}-0\Big)=\pi,
\qquad
\int\mathrm{sech}^2u\,du=1-(-1)=2 .
\tag{7}
$$

With the factor one half in each window,

$$
\varepsilon''\approx\frac{\pi}{2}\,g(-x),\qquad L\approx g(-x).
\tag{8}
$$

Eliminating the unknown $g$ gives $\varepsilon''\approx(\pi/2)L$, which is (1). The factor $\pi/2$ is the ratio of the two window areas. The slope window has unit area because each process contributes a step of unit relative height to $\varepsilon'$. The loss window has area $\pi/2$.

The simplest picture is a spectrum with constant density $A$ over a long range of $\ln\tau$. Well inside that range $\varepsilon'$ falls linearly with $\ln\omega$, losing $A$ for each factor $e$ in frequency, while the loss stays flat at $\pi A/2$.

Thermally activated processes give the smoothness condition a direct meaning. Suppose $\tau=\tau_0e^{W/k_BT}$, with one common attempt time $\tau_0$ and barriers $W$ distributed with dielectric strength $n(W)$ per unit energy. Since $dW=k_BT\,dy$, conservation of strength, $g\,dy=n\,dW$, gives $g=k_BT\,n(W)$. The window in $\ln\tau$ becomes a window of a few $k_BT$ in energy. In this model, the rule works well when the barrier distribution changes little over several $k_BT$, again provided that stronger processes farther away add little to the loss. Regular structure much finer than $k_BT$ does little harm, because the windows average over it.

Integrated over all $\ln\omega$, the two sides of (1) agree for any integrable spectrum. Integrating (5) and (6) over $x$, and doing the $x$ integral first, gives

$$
\int\varepsilon''\,dx=\frac{\pi}{2}\Delta\varepsilon,
\qquad
\frac{\pi}{2}\int L\,dx=\frac{\pi}{2}\Delta\varepsilon .
\tag{9}
$$

If the rule overestimates the loss at some frequencies, it must underestimate it at others. To find where, the first correction is needed, and for this the second moments of the windows.

Both moments follow from integrals with an extra factor $e^{au}$. For real $|a|<1$ define $F(a)=\int e^{au}\,\mathrm{sech}\,u\,du$. Integrate the same function around a long rectangle whose lower side is the real axis and whose upper side is the line $u+i\pi$. The short vertical sides contribute nothing in the limit, because the integrand decays at both ends. On the upper side $\cosh(u+i\pi)=-\cosh u$, and the path runs backwards. The two minus signs cancel, and the upper side contributes $e^{i\pi a}F$. The one pole inside is at $u=i\pi/2$, where the derivative of $\cosh u$ is $\sinh(i\pi/2)=i$. The residue theorem gives

$$
(1+e^{i\pi a})F=2\pi i\,\frac{e^{i\pi a/2}}{i}
\quad\Longrightarrow\quad
F(a)=\frac{2\pi}{e^{-i\pi a/2}+e^{i\pi a/2}}=\frac{\pi}{\cos(\pi a/2)} .
\tag{10}
$$

For the other window let $G(a)=\int e^{au}\,\mathrm{sech}^2u\,du$. Now the squared hyperbolic function is unchanged on the upper side, so the contour gives $(1-e^{i\pi a})G$. Near the pole put $u=i\pi/2+s$. Then $\cosh u=i\sinh s$ and $\mathrm{sech}^2u=-1/\sinh^2s$, which is $-1/s^2$ plus terms regular at $s=0$. The exponential is $e^{i\pi a/2}(1+as+\dots)$. The coefficient of $1/s$ in the product is $-a\,e^{i\pi a/2}$, and so

$$
G(a)=\frac{-2\pi i\,a\,e^{i\pi a/2}}{1-e^{i\pi a}}
=\frac{-2\pi i\,a}{e^{-i\pi a/2}-e^{i\pi a/2}}
=\frac{\pi a}{\sin(\pi a/2)} .
\tag{11}
$$

Expanding $e^{au}$ inside the integrals shows that the coefficient of $a^2$ is half the second moment. From (10), $F=\pi(1+\pi^2a^2/8+\dots)$. From (11), $G=2(1+\pi^2a^2/24+\dots)$. Hence

$$
\int u^2\,\mathrm{sech}\,u\,du=\frac{\pi^3}{4},
\qquad
\int u^2\,\mathrm{sech}^2u\,du=\frac{\pi^2}{6}.
\tag{12}
$$

Direct quadrature gives 7.75157 and 1.64493, in agreement with these values.

Now expand the spectrum about the centre of the window:

$$
g(u-x)=g(-x)+u\,g'(-x)+\tfrac12u^2g''(-x)+\dots
$$

The linear term vanishes on integration because both windows are even. The quadratic term brings a factor one half, and the window brings another. With (12),

$$
\varepsilon''\approx\frac{\pi}{2}g+\frac14\,\frac{\pi^3}{4}\,g''
=\frac{\pi}{2}\Big(g+\frac{\pi^2}{8}g''\Big),
\qquad
L\approx g+\frac14\,\frac{\pi^2}{6}\,g''=g+\frac{\pi^2}{24}g'' ,
\tag{13}
$$

where $g$ and $g''$ are taken at $-x$. Differentiating $g(-x)$ twice with respect to $x$ gives $g''(-x)$, since the two minus signs cancel. To this order, therefore, $g''$ may be replaced by $L''=d^2L/dx^2$, and $g\approx L-(\pi^2/24)L''$. Substitution in the loss, with $1/8-1/24=1/12$, yields

$$
\varepsilon''\approx\frac{\pi}{2}\Big(L+\frac{\pi^2}{12}L''\Big).
\tag{14}
$$

The first correction is governed by the curvature of the spectrum, not by its slope. Where this correction dominates the error, the simple rule gives too much loss near a maximum of $L$, where $L''$ is negative, and too little in a convex wing.

A locally exponential spectrum, $g=Be^{ay}$ with $|a|<1$, shows what happens when the slope is not small. Let this form hold over a range so long that its ends do not matter. Then $\varepsilon''=\tfrac12Be^{-ax}F(a)$ and $L=\tfrac12Be^{-ax}G(a)$, and the ratio of the estimate to the true loss is

$$
\frac{(\pi/2)L}{\varepsilon''}=\frac{\pi}{2}\,\frac{G(a)}{F(a)}
=\frac{\pi a/2}{\tan(\pi a/2)}\approx1-\frac{\pi^2a^2}{12}.
\tag{15}
$$

The last form holds for small $a$ and agrees with (14), because here $g''=a^2g$. As $|a|$ approaches one, the ratio tends to zero and the rule loses its value.

This part has derived the slope rule (1) for a smooth spectrum of relaxation times and shown that its first correction is governed by the curvature of the spectrum. What remains is to bound the error, to adapt the rule to readings at separate frequencies, and to try it on a model relaxor.
